# Comment on the quadratic onset and late tail of hydrogen 2P decay

**The argument under review.** The argument concerns a hydrogen atom prepared in 2P with no photon present. It runs as follows.

1. The energy variance of this state is finite, so the survival probability begins as $P(t)=1-t^2/\tau_Z^2$, with $\tau_Z=3.6\times10^{-15}$ s.
2. The decay is therefore quadratic for the first 3.6 fs, and observing the atom once per femtosecond would slow it.
3. After that the decay is exactly exponential.

Step 1 is right within a definite model. Step 2 mistakes a curvature for a duration, and step 3 conflicts with the existence of a lowest energy. The correct analysis follows.

**The model behind the number.** The electron is nonrelativistic and spinless, the nucleus is fixed, and the coupling is $V=(e/m)\,\mathbf A\cdot\mathbf p$ in Coulomb gauge. The states kept are $|2P_z,0\rangle$ and $|1S,\mathbf k\lambda\rangle$. Frequencies are measured from the 1S level, so the discrete state lies at $\omega_0=\tfrac38\alpha^2mc^2/\hbar$ and the photon continuum starts at zero.

The atomic factor is $M=\langle1S|e^{-i\mathbf k\cdot\mathbf r}\,\boldsymbol\epsilon\cdot\mathbf p|2P_z\rangle$. Since $\boldsymbol\epsilon\cdot\mathbf k=0$, the momentum commutes with the phase factor and may act on the 1S state to its left. With

$$\psi_{1S}=\frac{e^{-r/a_0}}{\sqrt{\pi a_0^3}},\qquad \psi_{2P_z}=\frac{z\,e^{-r/2a_0}}{\sqrt{32\pi a_0^5}},\qquad \beta=\frac{3}{2a_0},$$

the gradient $\boldsymbol\epsilon\cdot\nabla\psi_{1S}=-(\boldsymbol\epsilon\cdot\mathbf r/ra_0)\psi_{1S}$ gives

$$M=-\frac{i\hbar}{a_0}\frac{1}{\pi\sqrt{32}\,a_0^4}\int\frac{(\boldsymbol\epsilon\cdot\mathbf r)\,z}{r}\,e^{-\beta r-i\mathbf k\cdot\mathbf r}\,d^3r .$$

The integral follows from $F(\mathbf k)=\int r^{-1}e^{-\beta r-i\mathbf k\cdot\mathbf r}d^3r=4\pi/(k^2+\beta^2)$, because two derivatives with respect to $\mathbf k$ bring down $-r_ir_j$:

$$-\frac{\partial^2F}{\partial k_i\partial k_j}=\frac{8\pi\delta_{ij}}{(k^2+\beta^2)^2}-\frac{32\pi k_ik_j}{(k^2+\beta^2)^3}.$$

Contraction with $\boldsymbol\epsilon$ removes the second term. Using $8/\sqrt{32}=\sqrt2$ and $\beta^4=81/(16a_0^4)$,

$$M=-i\epsilon_z\,\frac{16\sqrt2}{81}\,\frac{\hbar}{a_0}\,\frac{1}{(1+k^2/\beta^2)^2}.$$

Define $J(\omega)=\hbar^{-2}\sum_{\mathbf k\lambda}|V_{\mathbf k\lambda}|^2\delta(\omega-\omega_k)$. In a volume $\mathcal V$ the squared field amplitude per mode is $\hbar/(2\epsilon_0\omega\mathcal V)$, the mode density is $\mathcal V\omega^2d\Omega/(8\pi^3c^3)$, and $\int d\Omega\sum_\lambda\epsilon_z^2=8\pi/3$. Hence, with $M_0=(16\sqrt2/81)\hbar/a_0$ and $\Lambda=c\beta$,

$$J(\omega)=\frac{e^2M_0^2}{6\pi^2\epsilon_0\hbar m^2c^3}\,\frac{\omega}{(1+\omega^2/\Lambda^2)^4}=\frac{g\,\omega}{(1+\omega^2/\Lambda^2)^4},\qquad g=\frac{1024\,\alpha^3}{19683\,\pi}.$$

The last form uses $e^2=4\pi\epsilon_0\alpha\hbar c$ and $\hbar/a_0=\alpha mc$. Numerically $g=6.435\times10^{-9}$, $\Lambda=8.498\times10^{18}$ rad/s and $\omega_0=1.550\times10^{16}$ rad/s. The golden rule gives $\Gamma=2\pi J(\omega_0)=6.268\times10^8$ s$^{-1}$. In the dipole limit, where the form factor is one, this is $(2/3)^8\alpha^5mc^2/\hbar$.

**What the Zeno time measures.** To first order in $V$, the amplitude for a photon mode is

$$b_{\mathbf k\lambda}(t)=-\frac{i}{\hbar}V_{\mathbf k\lambda}\int_0^t e^{i(\omega_k-\omega_0)t'}dt' .$$

Squaring and summing gives the loss

$$1-P(t)=\int_0^\infty J(\omega)\left[\frac{2\sin\big((\omega-\omega_0)t/2\big)}{\omega-\omega_0}\right]^2d\omega .\tag{1}$$

If $|\omega-\omega_0|t\ll1$ for all frequencies that matter, the bracket is $t$. With $u=\omega^2/\Lambda^2$,

$$\frac1{\tau_Z^2}=\int_0^\infty J\,d\omega=\frac{g\Lambda^2}{2}\int_0^\infty\frac{du}{(1+u)^4}=\frac{g\Lambda^2}{6}.$$

Therefore

$$\tau_Z=\frac{\sqrt{6/g}}{\Lambda}=\frac{3.053\times10^4}{8.498\times10^{18}\ \text{s}^{-1}}=3.59\times10^{-15}\ \text{s}.$$

This confirms step 1. The condition just used also refutes step 2, because $J$ extends to frequencies of order $\Lambda$. The next term of the squared bracket is $-(\omega-\omega_0)^2t^4/12$. Neglecting $\omega_0$ against $\Lambda$, and using $\int_0^\infty J\omega^2d\omega=(g\Lambda^4/2)\int_0^\infty u(1+u)^{-4}du=g\Lambda^4/12$,

$$1-P\simeq\frac{t^2}{\tau_Z^2}\left(1-\frac{\Lambda^2t^2}{24}\right).$$

The quadratic law thus lasts for a time of order $1/\Lambda=1.18\times10^{-19}$ s, where it is already 4% too high. The Zeno time is longer by the factor $\sqrt{6/g}\approx3\times10^4$. It is the time at which the initial parabola, continued far outside its range, would reach zero.

**From the parabola to the straight line.** For $1/\Lambda\ll t\ll1/\omega_0$, the frequency $\omega_0$ may be dropped in (1). With $x=\omega/\Lambda$ and $f(x)=(1+x^2)^{-4}$,

$$1-P\simeq2g\int_0^\infty f(x)\,\frac{1-\cos(x\Lambda t)}{x}\,dx .$$

Introduce a small lower limit $\varepsilon$ and treat the two terms separately. For the first, partial fractions in $u=x^2$ give

$$\frac1{u(1+u)^4}=\frac1u-\frac1{1+u}-\frac1{(1+u)^2}-\frac1{(1+u)^3}-\frac1{(1+u)^4},$$

so that

$$\int_\varepsilon^\infty\frac{f}{x}dx=\frac12\left(-\ln\varepsilon^2-1-\frac12-\frac13\right)=-\ln\varepsilon-\frac{11}{12}.$$

In the cosine term the rapid oscillation leaves only small $x$, where $f\simeq1$. The integral is then $-\gamma_E-\ln(\varepsilon\Lambda t)$, with $\gamma_E$ Euler's constant. Subtracting, $\varepsilon$ cancels:

$$1-P\simeq2g\left[\ln(\Lambda t)+\gamma_E-\frac{11}{12}\right].$$

At $3\times10^{-18}$ s this gives $3.73\times10^{-8}$, against $3.80\times10^{-8}$ from direct integration of (1). The 2% difference is within the neglected relative order $\omega_0t\approx0.05$.

Direct integration over the whole range gives the following values.

| $t$ (s) | $1-P$ | $t^2/\tau_Z^2$ | $\Gamma t$ |
|---|---|---|---|
| $1.0\times10^{-21}$ | $7.75\times10^{-14}$ | $7.75\times10^{-14}$ | $6.27\times10^{-13}$ |
| $1.0\times10^{-19}$ | $7.52\times10^{-10}$ | $7.75\times10^{-10}$ | $6.27\times10^{-11}$ |
| $3.0\times10^{-18}$ | $3.80\times10^{-8}$ | $6.97\times10^{-7}$ | $1.88\times10^{-9}$ |
| $1.0\times10^{-16}$ | $1.21\times10^{-7}$ | $7.75\times10^{-4}$ | $6.27\times10^{-8}$ |
| $3.59\times10^{-15}$ | $2.31\times10^{-6}$ | $1$ | $2.25\times10^{-6}$ |

At $t=\tau_Z$ the atom has lost about two parts in a million of its 2P population, and the loss exceeds $\Gamma t$ by about 2.5%.

**Would frequent observation slow the decay?** Suppose ideal, instantaneous observations at intervals $T$, each returning a surviving atom to the bare 2P state. The decay rate becomes $[1-P(T)]/T$ when the loss per interval is small. It is below $\Gamma$ if $T^2/\tau_Z^2<\Gamma T$, that is, if $T<t^*$ with

$$t^*=\Gamma\tau_Z^2=(6.268\times10^8\ \text{s}^{-1})(3.593\times10^{-15}\ \text{s})^2=8.09\times10^{-21}\ \text{s}.$$

Here $\Lambda t^*=0.07$, so using the quadratic law was justified. At $T=10^{-21}$ s the rate is $0.12\,\Gamma$. At $10^{-19}$ s it is $12\,\Gamma$, and at $3\times10^{-18}$ s it is $20\,\Gamma$: observation now accelerates the decay, because it lets high-frequency modes take part that energy conservation later suppresses. The proposed femtosecond interval lies on the accelerating side. Even as an estimate the slowing interval is extreme, since $\hbar/t^*$ is 81 keV.

**Why the decay cannot be exactly exponential.** Write $a(t)$ for the survival amplitude, $P=|a|^2$. It is the Fourier transform of the energy distribution $\rho(\omega)$ of the initial state, and $a(-t)=a(t)^*$. If $a(t)=e^{-i\omega_rt-\Gamma t/2}$ held for all $t>0$, with a real frequency $\omega_r$, then $\rho$ would be a Lorentzian on the whole real line. In the model there is no energy below the photon threshold, as is checked below, so this is impossible.

Step 3 claims less, namely that the probability $P$ is exponential after some time $t_0$, which leaves the phase of $a$ free. This fails too. Inverting the Fourier transform gives $\rho(\omega)=\pi^{-1}\,\text{Re}\int_0^\infty a(t)e^{i\omega t}dt$. The part of the integral from $0$ to $t_0$ is an analytic function of $\omega$ everywhere. From $t_0$ onwards $|a|$ is proportional to $e^{-\Gamma t/2}$, so whatever the phase of $a$, this part of the integral converges and is analytic for $\text{Im}\,\omega>-\Gamma/2$, a region that contains the real axis. Hence $\rho$ would be analytic along the whole real line, and since it vanishes for all $\omega<0$ it would vanish everywhere, which contradicts $a(0)=1$.

To find what replaces it, project $(E-H/\hbar)G=1$ on the two sectors and eliminate the photon states. This gives

$$G(E)=\frac1{D(E)},\qquad D=E-\omega_0-\Sigma(E),\qquad \Sigma(E)=\int_0^\infty\frac{J(\omega)}{E-\omega}d\omega .$$

A stable state below threshold would be a zero of $D$ at $E<0$. There $D'=1+\int J/(E-\omega)^2d\omega>0$, so $D$ rises towards its threshold value. With $\int_0^\infty(1+x^2)^{-4}dx=5\pi/32$ that value is

$$D(0)=-\omega_0+\frac{5\pi}{32}g\Lambda\equiv-\tilde\omega_0 .$$

The relative shift of $\tilde\omega_0$ from $\omega_0$ is $1.7\times10^{-6}$, so $D(0)$ is negative and no such state exists. This shift belongs to the model and is not the Lamb shift.

Above threshold $\Sigma(\omega\pm i0)$ has imaginary part $\mp\pi J(\omega)$. Therefore

$$a(t)=\int_0^\infty\rho(\omega)e^{-i\omega t}d\omega,\qquad \rho=\frac{i}{2\pi}\big[G(\omega+i0)-G(\omega-i0)\big]=\frac{J(\omega)}{D(\omega+i0)\,D(\omega-i0)} .$$

For $t>0$ the exponential decreases in the lower half-plane, so the path can be turned clockwise to $\omega=-iy$. The factor $D(\omega-i0)$ continues to $D$ itself. The factor $D(\omega+i0)$ crosses the cut and continues to $D_{II}=D+2\pi iJ$. A zero of $D_{II}$ at $E_p\simeq\omega_0+\Sigma(\omega_0+i0)$ is swept over. With $Z=1/D_{II}'(E_p)$, its clockwise contribution is $-2\pi i\,(i/2\pi)Ze^{-iE_pt}=Ze^{-iE_pt}$, and

$$a(t)=Ze^{-iE_pt}-i\int_0^\infty\frac{J(-iy)}{D(-iy)D_{II}(-iy)}e^{-yt}dy .\tag{2}$$

Further zeros of $D_{II}$ lie near $-i\Lambda$, where $J$ has a fourth-order pole. They satisfy $|1+E^2/\Lambda^2|^4\simeq2\pi g\approx4\times10^{-8}$, which puts them within about 1% of $-i\Lambda$. Their contributions decay roughly as $e^{-\Lambda t}$ and are omitted from (2), which therefore holds only for $t\gg1/\Lambda$. Because their weights are of order $10^{-3}$, far above the loss itself, (2) gives the loss accurately only from about $t=20/\Lambda$ onwards. At earlier times the loss is given by (1).

**The exponential part and its offset.** To lowest order, $\text{Im}\,E_p=-\pi J(\omega_0)=-\Gamma/2$. The weight $Z$ needs the real part of $\Sigma$ for $0<E\ll\Lambda$. Writing $\omega/(E-\omega)=-1+E/(E-\omega)$,

$$\text{Re}\,\Sigma(E)=-\frac{5\pi}{32}g\Lambda+gE\;\mathrm{PV}\!\!\int_0^\infty\frac{f(\omega/\Lambda)}{E-\omega}d\omega .$$

Split the principal-value integral at $W$ with $E\ll W\ll\Lambda$. The lower part is $\ln(E/W)$. The upper part is $-\int_W^\infty f\,d\omega/\omega=\ln(W/\Lambda)+11/12$, by the integral found above. Their sum is $-\ln(\Lambda/E)+11/12$, so

$$\text{Re}\,\Sigma'(\omega_0)=-g\left[\ln\frac{\Lambda}{\omega_0}-\frac{23}{12}\right],$$

where the derivative of the logarithm has changed $11/12$ into $23/12$. To first order in $g$, $|Z|^2=1+2\,\text{Re}\,\Sigma'=1-C$, with

$$C=2g\left[\ln\frac{\Lambda}{\omega_0}-\frac{23}{12}\right]=2(6.435\times10^{-9})(6.307-1.917)=5.65\times10^{-8}.$$

Hence, to first order in $g$, $1-P\simeq\Gamma t+C$ for $t\gg1/\omega_0$. This linear form shows the offset only while the second-order term $(\Gamma t)^2/2$ is small against $C$, that is, for $t\ll\sqrt{2C}/\Gamma\approx5\times10^{-13}$ s. While the exponential part dominates, $P\simeq(1-C)e^{-\Gamma_pt}$ with $\Gamma_p=-2\,\text{Im}\,E_p$, so the curve runs ahead of $e^{-\Gamma_pt}$ by $C/\Gamma\approx9\times10^{-17}$ s. The pole rate $\Gamma_p$ is lower than the golden-rule $\Gamma$ by about 1.8 parts in a million, mainly because the level shift lowers the frequency at which $J$ is evaluated. The lead over $e^{-\Gamma t}$ itself is therefore gone after about 0.03 lifetimes. Direct integration at $\tau_Z$ gives an offset of $5.63\times10^{-8}$, as does the numerical pole residue. The formula for $C$ is 0.3% higher because it drops terms of relative order $\omega_0/\Lambda$.

**The late tail.** When $\omega_0t\gg1$, the factor $e^{-yt}$ in (2) restricts $y$ to values of order $1/t$, far below $\omega_0$. Then $J(-iy)\simeq-igy$ and $DD_{II}\simeq\tilde\omega_0^2$, so

$$a_{\rm cut}(t)\simeq(-i)(-i)\frac{g}{\tilde\omega_0^2}\int_0^\infty y\,e^{-yt}dy=-\frac{g}{(\tilde\omega_0t)^2}.$$

Once the pole term has died away, $P\simeq g^2/(\omega_0t)^4$. The power comes from the linear rise of $J$ at threshold, that is, from the small part of the bare state with energy near that of 1S plus a very soft photon.

The hydrogen tail is too small to follow by direct evolution, so the formula was tested on a strongly coupled model with $g=0.1$ and $\Lambda=4\omega_0$. At $\omega_0t=100$, diagonalization gives $|a|=1.557\times10^{-5}$ and the leading tail gives $1.548\times10^{-5}$.

For the 2P–1S model with hydrogen parameters the two parts are equal in size when $e^{-\Gamma t/2}=g/(\omega_0t)^2$. With $n=\Gamma t$ and $\omega_0/\Gamma=2.473\times10^7$, the late root satisfies

$$n=4\ln\frac{n\omega_0}{\Gamma}-2\ln g=105.8+4\ln n\quad\Rightarrow\quad n\approx125 .$$

This is $t=2.0\times10^{-7}$ s, where each part alone would give a survival probability of $4.5\times10^{-55}$. Around this time the parts interfere, since the pole term rotates at about $\omega_0$ and the tail does not. Step 3 therefore fails in principle, while the deviation is far beyond any counting experiment.

**How much belongs to the atom?** The results depend on two choices that the argument leaves unstated.

The first is the set of final states. Let all atomic states accompany the single photon. Since $e^{-i\mathbf k\cdot\mathbf r}$ is unitary, completeness gives

$$\sum_f|\langle f|e^{-i\mathbf k\cdot\mathbf r}\boldsymbol\epsilon\cdot\mathbf p|2P\rangle|^2=\langle(\boldsymbol\epsilon\cdot\mathbf p)^2\rangle ,$$

without any form factor. After the sum over directions and polarizations, $M_0^2$ is replaced by $\langle p^2\rangle=\hbar^2/4a_0^2$, so the coupling density is $\alpha^3\omega/6\pi$. With a photon cutoff $K$,

$$\frac1{\tau^2}=\frac{\alpha^3}{6\pi}\int_0^K\omega\,d\omega=\frac{\alpha^3K^2}{12\pi}.$$

This gives $\tau=1.16\times10^{-15}$ s for $K=\Lambda$ and $1.27\times10^{-17}$ s for $K=mc^2/\hbar$. The variance has no finite limit as $K$ grows, so 3.59 fs is a property of the 2P–1S truncation. The size of the late tail is too. Each other level $f$ plus a soft photon has its own threshold at $\omega_f$ and adds an amplitude $g_f/[(\omega_f-\omega_0)t]^2$. Since $g_f\propto|\langle f|\mathbf p|2P\rangle|^2=m^2(\omega_f-\omega_0)^2|\langle f|\mathbf r|2P\rangle|^2$, its weight is set by the squared dipole element alone, which for 3D is 27 times and for 3S about half that of 1S. These terms fade as the excited levels themselves decay, but near $2\times10^{-7}$ s their magnitudes still add up to the order of the 1S term, so the crossover at 125 lifetimes holds for the full atom only to within a few lifetimes.

The second is the meaning of "no photon". If the bare state is defined with the coupling $-\mathbf d\cdot\mathbf E$, where $\mathbf d$ is the atomic dipole, each low-frequency matrix element changes by the factor $\omega/\omega_0$. This is because $|\langle\mathbf p\rangle|=m\omega_0|\langle\mathbf r\rangle|$ between the two levels, and the electric field of a mode is $\omega$ times its vector potential. Thus $J\simeq g\omega^3/\omega_0^2$ near threshold. With the threshold denominator again set to $\omega_0$, which assumes that the static level shift has been absorbed (with the same form factor it is $\pi g\Lambda^3/32\omega_0^2$, about 10% of $\omega_0$),

$$a_{\rm cut}\simeq(-i)^4\frac{g}{\omega_0^4}\int_0^\infty y^3e^{-yt}dy=\frac{6g}{(\omega_0t)^4}.$$

The probability now falls as $t^{-8}$, and the crossover moves to about 213 lifetimes. The rate at resonance is unchanged because the factor is one at $\omega=\omega_0$. The two tails describe two different preparations, so they do not contradict gauge invariance.

**Recommendation.** The value of $\tau_Z$ can stand if it is called the initial curvature of the 2P–1S model. The femtosecond Zeno proposal should be withdrawn, and "exactly exponential" should be replaced by the pole-plus-cut form (2), with the preparation of the initial state specified. The numerical output gives the remaining digits.

## Table of computed values

```
Bohr radius a0 = 5.29177e-11 m
momentum element at k=0 = 0.27935 hbar/a0
position element <1S|z|2Pz> = 0.74494 a0
coupling g = 6.4351e-09 (dimensionless)
transition frequency w0 = 1.5503e+16 rad/s
form-factor frequency Lam = 8.4979e+18 rad/s
photon energy hbar*Lam = 5.593 keV
1/Lam = 1.1768e-19 s
1/w0 = 6.4504e-17 s
decay rate Gamma = 6.2682e+08 1/s
lifetime 1/Gamma = 1.5953e-09 s
Zeno time, formula = 3.5932e-15 s
Zeno time, numerical variance = 3.5933e-15 s
quadratic-linear crossing t* = 8.0932e-21 s
Lam*t* = 0.0688 (dimensionless)
hbar/t* = 81.33 keV
time (s) | loss 1-P | t^2/tauZ^2 | Gamma*t | loss/(Gamma*t)
1.000e-21 | 7.7450e-14 | 7.7451e-14 | 6.2682e-13 | 0.1236
8.093e-21 | 5.0720e-12 | 5.0730e-12 | 5.0730e-12 | 0.9998
1.000e-19 | 7.5229e-10 | 7.7451e-10 | 6.2682e-11 | 12.0017
1.177e-19 | 1.0306e-09 | 1.0725e-09 | 7.3762e-11 | 13.9715
3.000e-18 | 3.8014e-08 | 6.9706e-07 | 1.8805e-09 | 20.2151
1.000e-16 | 1.2110e-07 | 7.7451e-04 | 6.2682e-08 | 1.9320
3.593e-15 | 2.3087e-06 | 1.0000e+00 | 2.2523e-06 | 1.0250
logarithmic law at 3e-18 s = 3.7310e-08
permanent offset C, formula = 5.6498e-08
offset from loss at tauZ = 5.6337e-08
offset from pole residue = 5.6334e-08
relative threshold shift = 1.7315e-06
crossover, p.A state = 125.14 lifetimes
crossover, p.A state = 1.9963e-07 s
tail amplitude there = 6.7182e-28
tail probability there = 4.5135e-55
crossover, d.E state = 213.23 lifetimes
<p^2> in 2P = 0.25000 (hbar/a0)^2
all final states, cutoff Lam: tau = 1.1591e-15 s
all final states, cutoff mc^2/hbar: tau = 1.2687e-17 s
model: g = 0.1, Lam = 4.0 w0, time = 100/w0
model: pole = 0.74139 -0.25236i w0
model: |a| by diagonalization = 1.5566e-05
model: |a| by leading tail = 1.5483e-05
```
